# Surface States and Tunnelling Conductance of a d-Wave Superconductor, part 1

(Sections cited here and not found follow in the second part.)

## First half: matching with two gaps

A clean two-dimensional d-wave superconductor fills the half-plane $x>0$, and a normal metal fills $x<0$. Between them lies a thin barrier $H\delta(x)$. We ask how the orientation of the crystal decides whether the surface binds quasiparticles, and what a current through the barrier reveals of them.

**Model and conventions.** In the algebra $\hbar=m=e=1$. Both sides have the same Fermi energy $E_F=k_F^2/2$. The interface is smooth, so the wave number $k_y=k_F\sin\theta$ along it is conserved, where $\theta$ is the angle between the momentum and the $x$ axis, and $-\pi/2<\theta<\pi/2$. The normal component has magnitude $k_x=k_F\cos\theta$. The pairing is spin-singlet and is treated in mean field, with the real gap

$$\Delta(\theta)=\Delta_0\cos 2(\theta-\alpha),$$

where $\alpha$ is the angle between a gap lobe and the surface normal. A 100 surface has $\alpha=0$ and a 110 surface has $\alpha=\pi/4$. The gap keeps its bulk value right up to the surface everywhere except in part (e) and one lattice case of part (f), where it is weakened near the surface.

A quasiparticle with electron amplitude $u$ and hole amplitude $v$ obeys the Bogoliubov–de Gennes equations. For a plane wave of wave vector $\mathbf k$ in the superconductor they read

$$\xi u+\Delta v=Eu,\qquad \Delta u-\xi v=Ev,\qquad \xi=\tfrac12|\mathbf k|^2-E_F .$$

The energy $E$ is measured from the Fermi level and is taken as $E\ge0$ unless stated otherwise. We use the Andreev approximation: the gap is much smaller than $E_F$, so that $\Delta$ depends on the direction of $\mathbf k$ alone, and wave numbers may be replaced by $\pm k_x$ except where a small difference multiplies a large distance.

### (a) The outgoing quasiparticles

**Question.** An electron arrives from the metal at angle $\theta$. Which waves leave the interface on the superconducting side, which gap does each of them meet, and what are their spinors?

**Solution.** The two Bogoliubov–de Gennes equations have a nonzero solution if $\xi^2=E^2-\Delta^2$, hence $\xi=\pm\Omega$ with

$$\Omega=\sqrt{E^2-\Delta^2}\ \ (E>|\Delta|),\qquad \Omega=i\sqrt{\Delta^2-E^2}\ \ (E<|\Delta|).$$

At fixed $k_y$, the wave numbers along $x$ lie close to $+k_x$ or $-k_x$.

Near $+k_x$, write the wave number as $k_x+\delta$. To first order $\xi=k_x\delta$. Above the gap $E=\sqrt{\xi^2+\Delta^2}$, so the group velocity is $dE/d\delta=(\xi/E)k_x$. It points away from the interface if $\xi=+\Omega$, which gives $\delta=\Omega/k_x$. This wave is electron-like.

Near $-k_x$, write $-k_x+\delta$. Now $\xi=-k_x\delta$, and the group velocity is $-(\xi/E)k_x$. It is positive if $\xi=-\Omega$, which again gives $\delta=\Omega/k_x$. This wave is hole-like: its velocity is opposite to its wave vector.

Both waves carry the factor $e^{i\Omega x/k_x}$. Below the gap this factor decays for $x>0$, so the same choice of roots serves at all energies.

The electron-like wave has the direction $\theta$. The hole-like wave has the wave vector $(-k_x,k_y)$, whose direction is $\pi-\theta$. The gaps are therefore

$$\Delta_+=\Delta_0\cos2(\theta-\alpha),\qquad
\Delta_-=\Delta_0\cos2(\pi-\theta-\alpha)=\Delta_0\cos2(\theta+\alpha),$$

where the last step uses the period $2\pi$ and the evenness of the cosine. From here on $\Omega_\pm$ belongs to $\Delta_\pm$.

For the electron-like wave, $\xi=\Omega_+$ in the first equation gives $v/u=(E-\Omega_+)/\Delta_+$. Since $(E-\Omega_+)(E+\Omega_+)=\Delta_+^2$, this ratio equals $\gamma_+$, where

$$\gamma_\pm=\frac{\Delta_\pm}{E+\Omega_\pm}.$$

For the hole-like wave, $\xi=-\Omega_-$ in the first equation gives $\Delta_-v=(E+\Omega_-)u$, hence $u/v=\gamma_-$. The outgoing waves are thus

$$\binom{1}{\gamma_+}e^{ik_xx},\qquad \binom{\gamma_-}{1}e^{-ik_xx},$$

each with its slow factor $e^{i\Omega_\pm x/k_x}$. In an isotropic superconductor the two ratios would be equal. Here they may differ in size and in sign.

Two properties are needed below. For $E<|\Delta|$ the denominator has modulus $\sqrt{E^2+\Delta^2-E^2}=|\Delta|$, so $|\gamma|=1$. For $E>|\Delta|$ the ratio is real and $|\gamma|<1$.

Dropping $\Omega/k_x$ beside $k_x$ requires $|\Omega|\ll k_x^2$. This condition fails close to grazing incidence, where $k_x\to0$.

### (b) Reflection amplitudes

**Question.** Find the amplitude $a$ for reflection as a hole and the amplitude $b$ for reflection as an electron.

**Solution.** In the metal a hole that moves away from the interface has wave number $+k_x$, because its velocity is opposite to its wave vector. Hence

$$\psi(x<0)=\binom10e^{ik_xx}+b\binom10e^{-ik_xx}+a\binom01e^{ik_xx},$$

$$\psi(x>0)=c\binom1{\gamma_+}e^{ik_xx}+d\binom{\gamma_-}1e^{-ik_xx}.$$

The function is continuous at $x=0$. Integration of the electron equation across the barrier gives $-\tfrac12[u']+Hu=0$, where $[u']$ is the jump of the slope. In the hole equation the kinetic term and the barrier both change sign, so the condition is the same:

$$\psi'(0^+)-\psi'(0^-)=2H\psi(0).$$

Define $Z=H/k_F$ and $z=H/k_x=Z/\cos\theta$. Division of the slope conditions by $ik_x$ turns $2H$ into $-2iz$. The four conditions are

$$1+b=c+\gamma_-d,\qquad c-\gamma_-d=1-b-2iz(1+b),$$

$$a=\gamma_+c+d,\qquad \gamma_+c-d=a-2iza .$$

Half the difference and half the sum of the hole conditions give

$$d=iza,\qquad \gamma_+c=(1-iz)a .$$

Half the sum and half the difference of the electron conditions give

$$c=1-iz(1+b),\qquad \gamma_-d=b+iz(1+b)=(1+iz)b+iz .$$

Insert $d=iza$ into the last equation and solve for $b$:

$$b=-\frac{iz(1-\gamma_-a)}{1+iz},\qquad 1+b=\frac{1+iz\gamma_-a}{1+iz}.$$

Therefore

$$c=\frac{1+iz-iz(1+iz\gamma_-a)}{1+iz}=\frac{1+z^2\gamma_-a}{1+iz}.$$

Put this into $\gamma_+c=(1-iz)a$ and multiply by $1+iz$:

$$\gamma_+(1+z^2\gamma_-a)=(1+z^2)a .$$

Let $\tau=1/(1+z^2)$, $R=1-\tau=z^2/(1+z^2)$ and $p=\gamma_+\gamma_-$. Division by $1+z^2$ gives $\tau\gamma_++Rpa=a$, hence

$$a=\frac{\tau\gamma_+}{1-Rp}.$$

It follows that $1-\gamma_-a=(1-Rp-\tau p)/(1-Rp)=(1-p)/(1-Rp)$, because $R+\tau=1$, and

$$b=-\frac{iz}{1+iz}\,\frac{1-p}{1-Rp}.$$

If both gaps vanish, then $\gamma_\pm=0$, $a=0$ and $|b|^2=R$. So $\tau$ is the transmission probability of the barrier in the normal state,

$$\tau=\frac{\cos^2\theta}{\cos^2\theta+Z^2}.$$

The denominator $1-Rp$ sums a geometric series in $Rp$. Each factor $p$ stands for one conversion at each of the two gaps, and each factor $R$ for the ordinary reflections between them. The relative sign of the two gaps enters through $p$. At zero energy $\gamma_\pm=-i\,\mathrm{sgn}\,\Delta_\pm$, so $p=1$ for opposite signs, where successive terms add up, and $p=-1$ for equal signs, where they alternate. At other energies the phase of $p$ also depends on $E$.

### (c) Conductance of one mode

**Question.** Find the zero-temperature conductance of a mode. How large can it be?

**Solution.** An incident electron carries one unit of current towards the superconductor. Reflection as an electron takes away $|b|^2$. Reflection as a hole adds $|a|^2$, since a positive charge that moves back carries current in the same sense as a negative charge that moves forward. With the voltage applied to the metal and $E$ equal to the bias energy, the differential conductance per spin, in units of $e^2/h$, is

$$\sigma=1+|a|^2-|b|^2 .$$

Over the common denominator $|1-Rp|^2$ the numerator is $|1-Rp|^2+\tau^2|\gamma_+|^2-R|1-p|^2$. The first and third terms expand to

$$1-2R\,\mathrm{Re}\,p+R^2|p|^2-R+2R\,\mathrm{Re}\,p-R|p|^2=\tau-\tau R|p|^2 ,$$

where $1-R=\tau$ was used twice. Thus

$$\sigma=\frac{\tau\left(1+\tau|\gamma_+|^2-R|p|^2\right)}{|1-Rp|^2}.$$

For the upper limit consider the flux $J=\mathrm{Im}(u^*u'-v^*v')$ at the interface. The slope jumps by a real multiple of the function itself, which adds nothing to an imaginary part, so $J$ is the same on both sides. On the left $J=k_x(1-|b|^2-|a|^2)$. On the right the cross terms between $c$ and $d$ are purely imaginary before the factor $i$ of the derivative, and drop out. There remains

$$J=k_x\left[|c|^2(1-|\gamma_+|^2)+|d|^2(1-|\gamma_-|^2)\right].$$

Since $|\gamma_\pm|\le1$, this is not negative, and $|a|^2+|b|^2\le1$. Hence $\sigma\le1+|a|^2\le2$. The value 2 requires $b=0$ and $|a|=1$: every incident electron returns as a hole, and two charges enter the superconductor.

The amplitudes, the flux balance and the conductance were tested against a direct numerical solution of the four matching conditions for random gaps, energies and barriers.

### (d) States bound to a closed surface

**Question.** Replace the barrier by an impenetrable wall. At which energies does the surface bind a state? Apply the answer to the 110 and 100 surfaces.

**Solution.** No wave comes in, and the two outgoing waves must cancel at the wall:

$$c+\gamma_-d=0,\qquad \gamma_+c+d=0 .$$

The second equation gives $d=-\gamma_+c$. The first then becomes $c(1-\gamma_+\gamma_-)=0$, so a state requires

$$\gamma_+\gamma_-=1 .$$

This is also where the denominator of $a$ vanishes when $R\to1$.

Let $E$ lie below both gap magnitudes, and write $s_\pm=\mathrm{sgn}\,\Delta_\pm$. Then

$$\gamma_\pm=s_\pm e^{-i\varphi_\pm},\qquad \cos\varphi_\pm=\frac{E}{|\Delta_\pm|},\qquad 0<\varphi_\pm\le\frac\pi2 ,$$

and the condition is $s_+s_-e^{-i(\varphi_++\varphi_-)}=1$. The sum of the phases lies above zero and does not exceed $\pi$.

If the gaps have equal signs, the sum would have to be a multiple of $2\pi$, which is impossible. If they have opposite signs, the sum must be $\pi$. Both phases are then $\pi/2$, which means $E=0$.

If $E$ exceeds one of the gap magnitudes, that $|\gamma|$ is below 1 and the product cannot be 1. If $E$ equals one of the magnitudes, $\Omega$ vanishes for that wave and it does not decay. Since neither wave can vanish at the wall by itself, both are needed, and no state is bound.

Negative energies bring nothing new: if $(u,v)$ solves the equations at $E$, then $(-v,u)$ solves them at $-E$. In this model the surface therefore binds a state if and only if

$$\Delta_+\Delta_-<0,$$

and its energy is zero. The product of cosines gives

$$\Delta_+\Delta_-=\tfrac12\Delta_0^2\left(\cos4\theta+\cos4\alpha\right).$$

For a 110 surface $\cos4\alpha=-1$, and the individual gaps are $\Delta_\pm=\pm\Delta_0\sin2\theta$. They have opposite signs at every angle except $\theta=0$ and the grazing limits $\theta\to\pm\pi/2$, where both vanish. The statement that a 110 surface binds a zero-energy state at every angle needs this exception: an electron at normal incidence travels along a gap node and has no gap to be bound by.

For a 100 surface $\Delta_+=\Delta_-=\Delta_0\cos2\theta$, and no state is bound. For $0\le\alpha\le\pi/4$ the product is negative when $4\theta$, taken modulo $2\pi$, lies within $4\alpha$ of $\pi$. This is a fraction $4\alpha/\pi$ of all angles, which grows from zero at the 100 surface to one at the 110 surface.

## Second half: the bound state and the conductance peak

**Symbols and results carried over.** The momentum makes the angle $\theta$ with the surface normal, and $k_x=k_F\cos\theta$. The waves near $+k_x$ and $-k_x$ meet the gaps $\Delta_+$ and $\Delta_-$. Their spinors are $(1,\gamma_+)$ and $(\gamma_-,1)$, with $\gamma_\pm=\Delta_\pm/(E+\Omega_\pm)$ and $\Omega=\sqrt{E^2-\Delta^2}$, which is positive imaginary below the gap. The barrier has strength $Z=H/k_F$, normal transmission $\tau=\cos^2\theta/(\cos^2\theta+Z^2)$ and reflection $R=1-\tau$. With $p=\gamma_+\gamma_-$, the conductance of one mode per spin in units of $e^2/h$ is

$$\sigma=\frac{\tau(1+\tau|\gamma_+|^2-R|p|^2)}{|1-Rp|^2}\le2 .$$

The value 2 requires the electron reflection amplitude $b\propto z(1-p)/(1-Rp)$ to vanish, with $z=Z/\cos\theta$. A closed surface binds a state, at $E=0$, if $\Delta_+\Delta_-<0$. For the 110 surface $\Delta_\pm=\pm\Delta_0\sin2\theta$.

### (e) Shape of the state and the role of the sign change

**Question.** Find the wave function at a closed 110 surface. Does the state survive if the gap is weakened near the surface?

We have found the reflection amplitudes and the conductance of one mode, and shown that, for a real gap uniform up to the wall, a closed surface binds a state, at zero energy, exactly when $\Delta_+\Delta_-<0$. It remains to answer the question just posed about the state's shape and its survival, to test the criterion on a lattice, and to find the conductance peak of one mode and of a wide contact.
